# Electron wind force on a scatterer in a single-channel wire

## Problem

A straight wire carries electrons in one transverse mode, with two spin states and the energy $E=\hbar^2k^2/2m$, where $m$ is the free-electron mass. At one place in the wire sits a static scatterer. An electron at the Fermi energy passes it with probability $T=0.8$ and is reflected with probability $R=1-T=0.2$. The Fermi wave number is $k_F=10\ \mathrm{nm^{-1}}$, which gives a Fermi energy of 3.81 eV. The wire joins two reservoirs, and the left one has the higher chemical potential, by $eV$ with $V=10$ mV. Here $e>0$ is the elementary charge, so electrons flow to the right and the conventional current to the left. The symbols $I$, $V$ and $F$ denote magnitudes unless a sign is discussed.

1. Each reflected electron reverses its momentum. What mean force do the electrons exert on the scatterer?
2. How is this force related to the product of the current and the residual resistance, that is, the resistance due to the scatterer alone?

The electrons are taken as independent, the scattering as elastic, and the contacts as reflectionless. The temperature is zero and the bias is small. The force sought is the wind force, caused by scattering from the given potential. The direct force of the applied and screening fields on the scatterer's own charge is a separate contribution and is not included.

## First estimate by scaling

A force is a momentum per unit time. The available momentum is of order $\hbar k_F$. The energy window $eV$ sets a rate of order $eV/\hbar$ at which electrons arrive, and a fraction $R$ of them is reflected. Hence

$$F\sim \hbar k_F\cdot\frac{eV}{\hbar}\cdot R=k_F R\,eV .$$

With the given numbers this is $10\times0.2\times0.010=0.02$ eV/nm, or about 3 pN. Factors such as 2 and $\pi$ are beyond the reach of this argument.

The second question can also be approached through dimensions. Current times resistance is a voltage, and multiplication by $e$ makes it an energy. To obtain a force we must divide by a length, and the natural one is $1/k_F$:

$$F\sim k_F\,e\,I R_{\rm res}.$$

The force therefore cannot equal $IR_{\rm res}$ itself; a charge per length must multiply it. Dimensions do not tell us which resistance belongs here, because the resistance of the scatterer and that of the whole circuit have the same unit. Their ratio can depend on $R$, which is a pure number.

## Exact solution

"Exact" here refers to the stated model of independent electrons, with the final formulas taken to first order in $V$.

### The force of one scattering state

Let the scatterer have the real potential $U(x-X)$, where $X$ is its position. The force on it is minus the derivative of the Hamiltonian with respect to $X$:

$$-\frac{\partial}{\partial X}U(x-X)=U'(x-X).$$

The prime means the derivative with respect to the argument. We set $X=0$ after differentiating. An electron in the state $\psi$ then exerts the mean force

$$F_\psi=\int U'(x)\,|\psi(x)|^2\,dx .$$

To evaluate it without knowing $\psi$ inside the scatterer, define

$$P(x)=\frac{\hbar^2}{2m}|\psi'|^2+(E-U)|\psi|^2 .$$

Its derivative is

$$P'=\frac{\hbar^2}{2m}\left(\psi'^*\psi''+\psi''^*\psi'\right)+(E-U)\left(\psi^*\psi'+\psi'^*\psi\right)-U'|\psi|^2 .$$

The Schrödinger equation gives $\psi''=-(2m/\hbar^2)(E-U)\psi$. Inserted in the first bracket, it produces $-(E-U)(\psi'^*\psi+\psi^*\psi')$, which cancels the second term. What remains is

$$P'=-U'|\psi|^2,\qquad\text{so}\qquad F_\psi=P(\text{left})-P(\text{right}).$$

Thus $P$ is the momentum flux, and the force is the flux entering on the left minus the flux leaving on the right. A bound state has $P=0$ far away on both sides and contributes no force.

For an electron incident from the left with unit amplitude,

$$\psi=\begin{cases}e^{ikx}+r\,e^{-ikx}&\text{left of the scatterer}\\ t\,e^{ikx}&\text{right of it,}\end{cases}$$

with $R=|r|^2$ and $T=|t|^2$. The probability current is the same on both sides, $(\hbar k/m)(1-R)=(\hbar k/m)T$, so $R+T=1$. On the left,

$$|\psi|^2=1+R+2\,\mathrm{Re}(r e^{-2ikx}),$$
$$|\psi'|^2=k^2\left[1+R-2\,\mathrm{Re}(r e^{-2ikx})\right].$$

Since $U=0$ there and $E=\hbar^2k^2/2m$, the interference terms cancel in $P$:

$$P(\text{left})=\frac{\hbar^2k^2}{m}(1+R),\qquad P(\text{right})=\frac{\hbar^2k^2}{m}T .$$

Using $1-T=R$, we find

$$F_\psi=\frac{\hbar^2k^2}{m}(1+R-T)=\frac{\hbar k}{m}\cdot R\cdot 2\hbar k .$$

The three factors are the incident flux $v=\hbar k/m$, the reflection probability, and the momentum $2\hbar k$ given up when $+\hbar k$ becomes $-\hbar k$. A transmitted electron has the same momentum far before and far after the scatterer, and so gives it no net momentum. The simple picture of kicks thus yields the same mean force as the force operator.

### Electrons from the other side

An electron incident from the right pushes the scatterer to the left. To compare the two pushes we need its reflection probability, even if the scatterer is asymmetric. Its state is $e^{-ikx}+r'e^{ikx}$ on the right and $t'e^{-ikx}$ on the left. For two solutions $\psi_1$ and $\psi_2$ at the same energy, $W=\psi_1\psi_2'-\psi_1'\psi_2$ does not depend on $x$, because $W'=\psi_1\psi_2''-\psi_1''\psi_2=0$. Let $\psi_1$ be the state incident from the left and $\psi_2$ the one incident from the right. On the right side,

$$W=ikt\left(-1+r'e^{2ikx}\right)-ikt\left(1+r'e^{2ikx}\right)=-2ikt,$$

and on the left side,

$$W=-ikt'\left(1+re^{-2ikx}\right)-ikt'\left(1-re^{-2ikx}\right)=-2ikt'.$$

Hence $t=t'$, and flux conservation gives $|r'|^2=|r|^2=R$. The two states exert opposite forces of equal size. At energies where both are filled their forces cancel, so there is no wind force in equilibrium.

### Summing over the bias window

States incident from the left, with two spins, have the number $2\,dk/2\pi$ per unit length in the interval $dk$. Because $dE=\hbar v\,dk$,

$$2\,\frac{dk}{2\pi}=\frac{2}{2\pi\hbar v}\,dE=\frac{2}{hv}\,dE .$$

Multiplication by the velocity gives the arrival rate $2/h$ per unit energy, in which $v$ has dropped out. With the occupations $f_L$ and $f_R$ of the two reservoirs, the total force to the right is

$$F=\frac{2}{h}\int 2\hbar k\,R(E)\,(f_L-f_R)\,dE .$$

At zero temperature $f_L-f_R$ equals one in a window of width $eV$ and zero elsewhere. If $kR$ varies little across the window, it may be taken at the Fermi energy:

$$F=2\hbar k_F\cdot R\cdot\frac{2eV}{h}=\frac{2}{\pi}\,k_F R\,eV ,$$

where the last form uses $4\hbar/h=2/\pi$. The force points to the right, along the electron flow and against the conventional current.

For the given wire:

- The momentum per reflection is $2\hbar k_F=2.109\times10^{-24}$ kg m/s.
- The arrival rate is $2eV/h=4.836\times10^{12}\ \mathrm{s^{-1}}$.
- The reflection rate is $0.2\times4.836\times10^{12}=9.672\times10^{11}\ \mathrm{s^{-1}}$.

Their product answers the first question:

$$F=2.109\times10^{-24}\times9.672\times10^{11}\ \mathrm{N}=2.04\ \mathrm{pN}=0.0127\ \mathrm{eV/nm}.$$

### The force in terms of the current

Each transmitted electron carries the charge $e$ in magnitude, so the same counting gives

$$I=e\,T\,\frac{2eV}{h}=\frac{2e^2}{h}\,TV .$$

Here it is 0.620 µA. Solving for the arrival rate, $2eV/h=I/(eT)$, and inserting it in the force yields

$$F=2\hbar k_F\,\frac{I}{e}\,\frac{R}{T}.$$

The ratio $R/T=0.25$ is the number of reflections per transmitted electron. It appears because the current counts the electrons that pass, while the force comes from those that do not.

### The residual resistance

The resistance between the reservoirs is

$$\frac{V}{I}=\frac{h}{2e^2}\,\frac{1}{T}=\frac{h}{2e^2}\,\frac{T+R}{T}=\frac{h}{2e^2}+\frac{h}{2e^2}\,\frac{R}{T}.$$

The first term remains when the scatterer is removed; it is the contact resistance, 12.91 kΩ. The second is the residual resistance,

$$R_{\rm res}=\frac{h}{2e^2}\,\frac{R}{T}=12.91\times0.25\ \mathrm{k\Omega}=3.23\ \mathrm{k\Omega}.$$

That this term belongs to the scatterer can be seen from the electron densities beside it. Take as reference the wire filled from both sides up to the lower chemical potential. The bias adds states incident from the left in the window $eV$. Averaged over half a Fermi wavelength, which removes the interference term, they add the densities

$$\delta n_{\rm left}=\frac{2eV}{hv}(1+R),\qquad \delta n_{\rm right}=\frac{2eV}{hv}T .$$

The local chemical potential is defined as the level to which both directions of motion would have to be filled to hold the same density. Both directions together have $4/(hv)$ states per length and energy, so division gives the shifts $eV(1+R)/2$ on the left and $eVT/2$ on the right. Their difference is

$$\Delta\mu=\frac{eV}{2}(1+R-T)=R\,eV .$$

Divided by $e$, this drop of the local chemical potential is $RV=2$ mV, and it is what we call the voltage drop at the scatterer; the model of independent electrons contains no electrostatic potential of its own. It agrees with $IR_{\rm res}$, since

$$IR_{\rm res}=\frac{2e^2}{h}TV\cdot\frac{h}{2e^2}\frac{R}{T}=RV .$$

The other 8 mV belong to the contacts.

### The relation asked for

The filled wave numbers run from $-k_F$ to $k_F$. With two spins, the number of electrons per length is

$$n=2\cdot\frac{2k_F}{2\pi}=\frac{2k_F}{\pi}=6.366\ \mathrm{nm^{-1}}.$$

In $F=(2/\pi)k_F\,e\,(RV)$ we recognize $n$ and the voltage drop $RV=IR_{\rm res}$:

$$\boxed{F=e\,n\,I R_{\rm res}}$$

For free electrons in a wire that is uniform apart from the scatterer, the wind force is the electron charge per length times the voltage drop at the scatterer. In numbers, the drop of 2 mV corresponds to an energy of 0.002 eV, and $6.366\times0.002=0.0127$ eV/nm, the 2.04 pN found from the reflections.

The relation can also be read as a pressure difference. In one dimension pressure has the unit of force, and for the filled sea it is the momentum flux

$$p=\int_{-k_F}^{k_F}\frac{dk}{\pi}\,\frac{\hbar^2k^2}{m}=\frac{2\hbar^2k_F^3}{3\pi m}.$$

From $dp/dk_F=2\hbar^2k_F^2/(\pi m)$ and $d\mu/dk_F=\hbar^2k_F/m$ it follows that $dp/d\mu=2k_F/\pi=n$. The force is therefore $n\,\Delta\mu$. The electrons beside the scatterer are not in local equilibrium, but to first order this does not matter: electrons added near $+k_F$ and near $-k_F$ contribute equally to the momentum flux, so the added density alone counts.

### A microscopic check

The argument was tested on an asymmetric barrier,

$$U(x)=U_0\left[e^{-(x/w)^2}+0.3\,e^{-((x-d)/w)^2}\right],$$

with $w=0.1$ nm and $d=0.3$ nm. The Schrödinger equation was solved numerically for three heights and three wave numbers, with incidence from either side. The integral of $U'|\psi|^2$, divided by $v\cdot2\hbar k$, agreed in size with the reflection probability to within an absolute difference of $4\times10^{-11}$ and had opposite signs for the two directions.

The height was then set to $U_0=2.985$ eV, which gives $T=0.8$ at the Fermi energy. Summing the force integral over the bias window gave 2.04 pN, and the averaged densities beside the barrier gave a drop of 2.00 mV. The numerical output lists these values.

## Comparison of the two

The scaling estimate was $k_FR\,eV=0.02$ eV/nm; the solution is 0.0127 eV/nm. Their ratio is $2/\pi\approx0.64$, and its origin can be traced. Momentum reversal contributes a factor 2, spin another 2, and the arrival rate contains $1/h$ where the estimate had $1/\hbar$, a factor $1/2\pi$. Together they give $4/2\pi=2/\pi$. The same factor turns $k_F$ in the second estimate into the density $n$. Scaling thus found the dependence on $k_F$, $R$ and $V$, and its error in size is about 57 % of the true value.

What scaling left open is the choice of resistance. If the two-terminal resistance were used, the result would be $e\,n\,V=10.2$ pN, too large by $1/R=5$. This expression does not depend on $R$, so it would assign a force to a scatterer that reflects nothing. The contact resistance has to be left out because it is present even without a scatterer, whereas the wind force comes only from the electrons that the scatterer reflects.

### Weak and strong scatterers

For $R\to0$ the force vanishes in proportion to $R$, at fixed voltage and at fixed current alike.

For a stronger scatterer the two conditions differ. At fixed voltage, $F=R\,e\,n\,V$ grows with $R$ while the current falls as $T$. Take $T=R=0.5$ at the same 10 mV. The force rises to $0.5\times10.2=5.1$ pN, and the current drops to $0.620\times0.5/0.8=0.39$ µA. A larger wind force thus accompanies a smaller current. For $R\to1$ the force approaches 10.2 pN. In this limit nearly the whole voltage drops at the scatterer, and the difference between the two resistances ceases to matter for the force.

At fixed current, $F\propto R/T$ grows without bound in the linear formula as $T\to0$. The voltage needed to drive that current grows as $1/T$, however, so the assumption of small bias fails before the limit is reached.

### Range of validity

The window was treated as narrow. To see the correction, place it symmetrically about the Fermi energy, let $G(E)=kR$, and expand $G$ to second order. The linear term integrates to zero, which leaves

$$\int_{E_F-eV/2}^{E_F+eV/2}G\,dE\approx eV\left[G(E_F)+\frac{(eV)^2}{24}\,G''(E_F)\right].$$

The relative correction should grow as $V^2$. This requires $k_F$ and $R$ to be taken at the centre of the window. Taken at its lower edge, they leave a relative correction $eV\,G'/2G$, linear in $V$, which for the barrier above is about $-1\times10^{-3}$ at 10 mV. For the barrier above, held fixed in shape, the summed force lies below the linear formula by a fraction $8.1\times10^{-7}$ of the linear value at 10 mV and by a fraction $8.0\times10^{-3}$ of the linear value at 1 V. The ratio is close to the expected $10^4$. This calculation leaves out any change of the potential caused by the bias, at either voltage; the size of that effect is not estimated here.

A moderate temperature does not change the linear result. For Fermi functions shifted by $eV$, the integral of $f_L-f_R$ over energy remains $eV$ as long as the band bottom lies many $k_BT$ below the Fermi energy. It is sufficient that $kR$ varies little over several $k_BT$ as well as over $eV$. A narrow transmission resonance can violate this condition.

The momentum balance assumes leads that are uniform along the wire, so that only the scatterer can take up momentum. A single mode at $k_F=10\ \mathrm{nm^{-1}}$ requires a wire of atomic width, for hard walls a strip narrower than about 0.54 nm, and a real wire of this size has a lattice. The lattice shares the momentum transfer. The force on the scatterer then depends on its position in the unit cell, the forces from the two directions need not cancel, and the boxed relation no longer holds as an equality. As an example, place the barrier above in a cosine potential of period 0.25 nm and amplitude 1 eV, at the same energy. Its bias-driven force is then 1.33, 0.93 and 0.77 times $e\,n\,IR_{\rm res}$ when it sits at 0, 1/4 and 1/2 of a period from a maximum of the cosine.

Two further limits concern the force itself. The value of 2.04 pN is a mean over many reflections; fluctuations about this mean are not described here. The scatterer was also held still. If it moves or vibrates, electrons can exchange energy with it, and the force then depends on its motion. Finally, the total force on a charged atom in the wire includes the direct force. For a positive charge in the applied field this acts along the conventional current, against the wind force computed here.

## Computed values

```
Fermi wave number kF              = 10.0 1/nm
Fermi energy                      = 3.810 eV
bias V                            = 10.0 mV
transmission T, reflection R      = 0.80, 0.20
momentum per reflection 2 hbar kF = 2.1091e-24 kg m/s
arrival rate 2eV/h                = 4.8360e+12 1/s
reflection rate                   = 9.6720e+11 1/s
wind force from reflections       = 2.0400 pN
same force, converted             = 0.01273 eV/nm
current I                         = 0.6198 microampere
reflections per transmission R/T  = 0.2500
contact resistance h/2e^2         = 12.9064 kiloohm
residual resistance               = 3.2266 kiloohm
two-terminal resistance V/I       = 16.1330 kiloohm
voltage drop I*R_res              = 2.0000 mV
electron density n = 2kF/pi       = 6.3662 1/nm
force e*n*I*R_res                 = 2.0400 pN
wrong force e*n*V (two-terminal)  = 10.1998 pN
--- microscopic check, asymmetric barrier ---
barrier height parameter U0       = 2.9852 eV
bump width, separation            = 0.10, 0.30 nm
relative height of second bump    = 0.30
largest error of momentum rule    = 3.8e-11 (in units of R)
force from integral of U'|psi|^2  = 2.0400 pN
voltage drop from lead densities  = 2.0000 mV
residual resistance from drop/I   = 3.2266 kiloohm
density from counting states      = 6.3662 1/nm
force from these three factors    = 2.0399 pN
window/linear force - 1 at 10 mV  = -8.1e-07
window/linear force - 1 at 1 V    = -8.0e-03
```
